# Third-Order Force Constants from Forces at Four Paired Displacements: a numerical check

```python
# Result under test: a third-order force constant
#     Phi_ijk = d^3 E / du_i du_j du_k
# follows from the force F_k = -dE/du_k at four paired displacements (+-h, +-h):
#     P(h) = -[F_k(+,+) - F_k(+,-) - F_k(-,+) + F_k(-,-)] / (4 h^2)
#          = Phi_ijk + c h^2 + O(h^4),   c = (Phi_iiijk + Phi_ijjjk) / 6.
# E: energy; u: displacement; h: step; eps: largest error of one force.
# First part: an analytic energy. Second part: a clamped linear H4 chain,
# restricted Hartree-Fock, lengths in angstrom and energies in eV.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, fci

# ---------- analytic, non-polynomial energy ----------
mp.mp.dps = 40
x, y, z = sp.symbols("x y z", real=True)
R = sp.Rational
model_energy = (sp.exp(R(3, 5)*x - R(9, 10)*y + R(1, 2)*z)
                * sp.cos(R(4, 5)*x + R(1, 2)*y - R(3, 10)*z))
model_phi = sp.diff(model_energy, x, y, z)
model_force = sp.lambdify((x, y), -sp.diff(model_energy, z).subs(z, 0), "mpmath")


def at_origin(expression):
    return mp.mpf(str(sp.N(expression.subs({x: 0, y: 0, z: 0}), 40)))


def phi_derivative(nx, ny):
    result = model_phi
    if nx:
        result = sp.diff(result, x, nx)
    if ny:
        result = sp.diff(result, y, ny)
    return result


def model_central(h):
    f = model_force
    return -(f(h, h) - f(h, -h) - f(-h, h) + f(-h, -h)) / (4*h**2)


phi0 = at_origin(model_phi)
phi_xx, phi_yy = phi_derivative(2, 0), phi_derivative(0, 2)
c2 = (at_origin(phi_xx) + at_origin(phi_yy)) / 6
c4 = ((at_origin(phi_derivative(4, 0)) + at_origin(phi_derivative(0, 4))) / 120
      + at_origin(phi_derivative(2, 2)) / 36)
h = mp.mpf("0.001")
measured_c2 = (model_central(h) - phi0) / h**2
measured_c4 = (model_central(h) - phi0 - c2*h**2) / h**4
assert abs(measured_c2 - c2) < 1e-6
assert abs(measured_c4 - c4) < 1e-6

# Richardson combination leaves an error -4 c4 h^4
richardson_error = (4*model_central(h) - model_central(2*h))/3 - phi0
assert abs(richardson_error/h**4 + 4*c4) < 1e-5

# One-sided difference: error linear in h
h1 = mp.mpf("1e-6")
one_sided = -(model_force(h1, h1) - model_force(h1, 0)
              - model_force(0, h1) + model_force(0, 0)) / h1**2
linear_coefficient = (at_origin(phi_derivative(1, 0))
                      + at_origin(phi_derivative(0, 1))) / 2
measured_linear = (one_sided - phi0) / h1
assert abs(linear_coefficient) > 1e-2
assert abs(measured_linear - linear_coefficient) < 1e-5

# Same coordinate displaced twice
repeated = -(model_force(2*h, 0) - 2*model_force(0, 0)
             + model_force(-2*h, 0)) / (4*h**2)
repeated_exact = at_origin(sp.diff(model_energy, x, 2, z))
repeated_c = at_origin(sp.diff(model_energy, x, 4, z)) / 3
measured_repeated_c = (repeated - repeated_exact) / h**2
assert abs(measured_repeated_c - repeated_c) < 1e-5

# Area average and rigorous bound at a large step
big_h = 0.5
phi_num = sp.lambdify((x, y), model_phi.subs(z, 0), "numpy")
nodes, weights = np.polynomial.legendre.leggauss(12)
sx, ty = np.meshgrid(big_h*nodes, big_h*nodes, indexing="ij")
area_average = np.sum(np.outer(weights, weights)*phi_num(sx, ty)) / 4
big_difference = float(model_central(mp.mpf(big_h)))
assert abs(area_average - big_difference) < 1e-11
line = np.linspace(-big_h, big_h, 101)
gx, gy = np.meshgrid(line, line, indexing="ij")
max_xx = np.max(np.abs(sp.lambdify((x, y), phi_xx.subs(z, 0), "numpy")(gx, gy)))
max_yy = np.max(np.abs(sp.lambdify((x, y), phi_yy.subs(z, 0), "numpy")(gx, gy)))
big_error = abs(big_difference - float(phi0))
big_bound = big_h**2 * (max_xx + max_yy) / 6
assert big_error <= big_bound

# Gaussian average over two independent displacements: shift 3 c sigma^2
nodes, weights = np.polynomial.hermite_e.hermegauss(12)
weights = weights / weights.sum()
sigma_test = 0.01
sx, ty = np.meshgrid(sigma_test*nodes, sigma_test*nodes, indexing="ij")
gauss_shift = np.sum(np.outer(weights, weights)*phi_num(sx, ty)) - float(phi0)
assert abs(gauss_shift/(3*float(c2)*sigma_test**2) - 1) < 1e-2

# ---------- H4 chain ----------
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
third_unit = hartree / bohr**3
short_gap, long_gap = 0.75, 1.25
chain = np.array([0, short_gap, short_gap + long_gap, 2*short_gap + long_gap])


def run_scf(shift, basis="6-31g"):
    positions = (chain + shift) / bohr
    mol = gto.M(atom=[("H", (0.0, 0.0, p)) for p in positions],
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-13, 1e-9, 100
    mf.kernel()
    assert mf.converged
    return mf


def displaced(values):
    shift = np.zeros(4)
    for atom, value in values.items():
        shift[atom] = value
    return shift


def forces(values, basis="6-31g"):
    gradient = run_scf(displaced(values), basis).nuc_grad_method().kernel()
    return -gradient[:, 2] * hartree / bohr


signs = [(1, 1), (1, -1), (-1, 1), (-1, -1)]


def four_forces(a, b, step, basis="6-31g"):
    return np.array([forces({a: s*step, b: t*step}, basis) for s, t in signs])


def mixed_difference(table, step):
    return -np.array([s*t for s, t in signs]) @ table / (4*step**2)


steps = [0.01, 0.02, 0.04, 0.08]
tables = {s: four_forces(1, 2, s) for s in steps}
estimates = {s: mixed_difference(tables[s], s) for s in steps}
P = {s: estimates[s][0] for s in steps}
phi_forces = (4*P[0.02] - P[0.04]) / 3
slope_small = (P[0.04] - P[0.02]) / (3*0.02**2)
slope_large = (P[0.08] - P[0.04]) / (3*0.04**2)
c_forces = (4*slope_small - slope_large) / 3

# Independent road: energies only, on a 4 x 4 x 4 grid of displacements
grid_h = 0.04
offsets = [-2, -1, 1, 2]
energy_grid = np.array([[[run_scf(displaced(
    {1: i*grid_h, 2: j*grid_h, 0: k*grid_h})).e_tot
    for k in offsets] for j in offsets] for i in offsets]) * hartree
first = np.array([1, -8, 8, -1]) / (12*grid_h)
third = np.array([-0.5, 1, -1, 0.5]) / grid_h**3


def contract(wi, wj, wk):
    return np.einsum("ijk,i,j,k->", energy_grid, wi, wj, wk)


phi_energy = contract(first, first, first)
fifth_i = contract(third, first, first)
fifth_j = contract(first, third, first)
c_energy = (fifth_i + fifth_j) / 6
assert abs(phi_forces - phi_energy) < 2e-3 + 1e-3*abs(phi_energy)
# 6 percent: the fifth derivatives carry their own grid truncation error
assert abs(c_forces - c_energy) < 0.06*(abs(fifth_i) + abs(fifth_j))/6

# Exchange of roles: displace atoms 1 and 2, read the force on atom 3
swap = {s: mixed_difference(four_forces(0, 1, s), s)[2] for s in (0.02, 0.04)}
phi_swap = (4*swap[0.02] - swap[0.04]) / 3
assert abs(phi_swap - phi_energy) < 2e-3 + 5e-3*abs(phi_energy)

# Translation and inversion of the chain
components = estimates[0.04]
assert abs(components.sum()) < 1e-3
assert abs(components[0] + components[3]) < 1e-3
assert abs(components[1] + components[2]) < 1e-3


# A pair potential (bare nuclear repulsion) gives zero for three distinct atoms
def coulomb_force_on_first(s, t):
    p = chain + displaced({1: s, 2: t})
    return -np.sum(1/(p[1:] - p[0])**2) * hartree * bohr


pair_result = -sum(s*t*coulomb_force_on_first(s*0.04, t*0.04)
                   for s, t in signs) / (4*0.04**2)
assert abs(pair_result) < 1e-8

# One-sided difference at the same step
reference_forces = forces({})
one_sided_chain = -(tables[0.04][0] - forces({1: 0.04}) - forces({2: 0.04})
                    + reference_forces)[0] / 0.04**2

# Forces rounded to five decimals
eps = 0.5e-5
rounded = {s: mixed_difference(np.round(tables[s], 5), s)[0] for s in steps}
for s in steps:
    assert abs(rounded[s] - P[s]) <= eps/s**2 * (1 + 1e-6)
best_h = (eps/abs(c_forces))**0.25
best_error = 2*np.sqrt(eps*abs(c_forces))
search = minimize_scalar(
    lambda q: abs(c_forces)*np.exp(2*q) + eps*np.exp(-2*q),
    bounds=(np.log(1e-4), np.log(10.0)), method="bounded",
    options={"xatol": 1e-9})
assert abs(np.exp(search.x)/best_h - 1) < 1e-4
assert abs(search.fun/best_error - 1) < 1e-6


# ---------- sizes of neglected effects ----------
def fci_energy(i, j, k):
    mf = run_scf(displaced({1: i*grid_h, 2: j*grid_h, 0: k*grid_h}))
    solver = fci.FCI(mf)
    solver.conv_tol = 1e-12
    solver.pspace_size = 800
    return solver.kernel()[0] * hartree


triples = [(i, j, k) for i in (-1, 1) for j in (-1, 1) for k in (-1, 1)]
phi_fci = sum(i*j*k*fci_energy(i, j, k) for i, j, k in triples) / (8*grid_h**3)
central = np.array([0, -1, 1, 0]) / (2*grid_h)
phi_rhf_same = contract(central, central, central)
phi_large_basis = mixed_difference(four_forces(1, 2, 0.04, "cc-pvtz"), 0.04)[0]

curvature = -(forces({1: 0.02})[1] - forces({1: -0.02})[1]) / 0.04
assert curvature > 0
curvature_si = curvature * const.e / const.angstrom**2
omega = np.sqrt(curvature_si / const.m_p)
sigma = np.sqrt(const.hbar/(2*const.m_p*omega)) / const.angstrom
quantum = const.hbar*omega/const.e
thermal = const.k*300/const.e
zero_point_shift = 3*c_forces*sigma**2

# ---------- printed numbers ----------
print("ANALYTIC MODEL (dimensionless)")
print(f"exact third derivative: {float(phi0):.6f}")
print(f"h^2 coefficient, measured: {float(measured_c2):.6f}")
print(f"h^2 coefficient, formula: {float(c2):.6f}")
print(f"h^4 coefficient, measured: {float(measured_c4):.6f}")
print(f"h^4 coefficient, formula: {float(c4):.6f}")
print(f"one-sided h coefficient, measured: {float(measured_linear):.6f}")
print(f"one-sided h coefficient, formula: {float(linear_coefficient):.6f}")
print(f"repeated index h^2 coefficient, measured: {float(measured_repeated_c):.6f}")
print(f"repeated index h^2 coefficient, formula: {float(repeated_c):.6f}")
print(f"h=0.5: difference {big_difference:.8f}, area average {area_average:.8f}")
print(f"h=0.5: error {big_error:.6f}, bound {big_bound:.6f}")
print("H4 CHAIN, RHF/6-31G; displaced atoms 2,3; force on atom 1")
print(f"spacings: {short_gap:.2f}, {long_gap:.2f}, {short_gap:.2f} angstrom")
print(f"force on atom 1 at reference: {reference_forces[0]:.6f} eV/angstrom")
for (s, t), row in zip(signs, tables[0.04]):
    print(f"force at ({s*0.04:+.2f},{t*0.04:+.2f}) angstrom: {row[0]:.7f} eV/angstrom")
for s in steps:
    print(f"P({s:.2f} angstrom): {P[s]:.5f} eV/angstrom^3")
print(f"Richardson from 0.02, 0.04: {phi_forces:.5f} eV/angstrom^3")
print(f"same in atomic units: {phi_forces/third_unit:.6f} hartree/bohr^3")
print(f"from energies only: {phi_energy:.5f} eV/angstrom^3")
print(f"atoms 1,2 displaced, force on 3: {phi_swap:.5f} eV/angstrom^3")
print(f"Phi_iiijk from energies: {fifth_i:.3f} eV/angstrom^5")
print(f"Phi_ijjjk from energies: {fifth_j:.3f} eV/angstrom^5")
print(f"c from forces: {c_forces:.3f} eV/angstrom^5")
print(f"c from energies: {c_energy:.3f} eV/angstrom^5")
print(f"change ratio [P(.08)-P(.04)]/[P(.04)-P(.02)]: "
      f"{(P[0.08]-P[0.04])/(P[0.04]-P[0.02]):.3f}")
print(f"one-sided result at 0.04 angstrom: {one_sided_chain:.5f} eV/angstrom^3")
print("P(0.04) for force on atoms 1..4 (eV/angstrom^3): "
      + ", ".join(f"{v:.4f}" for v in components))
print(f"pair repulsion alone: {abs(pair_result):.1e} eV/angstrom^3")
print(f"force rounding limit eps: {eps:.1e} eV/angstrom")
for s in steps:
    print(f"rounded forces, h={s:.2f} angstrom: P={rounded[s]:.5f}, "
          f"limit {eps/s**2:.5f} eV/angstrom^3")
print(f"best step: {best_h:.4f} angstrom")
print(f"error estimate at best step: {best_error:.5f} eV/angstrom^3")
print("NEGLECTED EFFECTS")
print(f"RHF, 8 energies, h=0.04 angstrom: {phi_rhf_same:.4f} eV/angstrom^3")
print(f"full CI, same energies and basis: {phi_fci:.4f} eV/angstrom^3")
print(f"RHF/cc-pVTZ, P(0.04): {phi_large_basis:.4f} eV/angstrom^3")
print(f"curvature for atom 2: {curvature:.3f} eV/angstrom^2")
print(f"zero-point rms displacement: {sigma:.4f} angstrom")
print(f"zero-point shift estimate: {zero_point_shift:.4f} eV/angstrom^3")
print(f"vibrational quantum: {quantum:.4f} eV; kT at 300 K: {thermal:.4f} eV")
print("done: every assertion held")
```

Output:

```
ANALYTIC MODEL (dimensionless)
exact third derivative: -0.596000
h^2 coefficient, measured: -0.028533
h^2 coefficient, formula: -0.028533
h^4 coefficient, measured: -0.005707
h^4 coefficient, formula: -0.005707
one-sided h coefficient, measured: 0.042600
one-sided h coefficient, formula: 0.042600
repeated index h^2 coefficient, measured: -0.194293
repeated index h^2 coefficient, formula: -0.194293
h=0.5: difference -0.60349138, area average -0.60349138
h=0.5: error 0.007491, bound 0.049213
H4 CHAIN, RHF/6-31G; displaced atoms 2,3; force on atom 1
spacings: 0.75, 1.25, 0.75 angstrom
force on atom 1 at reference: 0.436583 eV/angstrom
force at (+0.04,+0.04) angstrom: 1.6826065 eV/angstrom
force at (+0.04,-0.04) angstrom: 1.5603075 eV/angstrom
force at (-0.04,+0.04) angstrom: -1.0806512 eV/angstrom
force at (-0.04,-0.04) angstrom: -1.1748291 eV/angstrom
P(0.01 angstrom): -4.38529 eV/angstrom^3
P(0.02 angstrom): -4.38703 eV/angstrom^3
P(0.04 angstrom): -4.39390 eV/angstrom^3
P(0.08 angstrom): -4.42022 eV/angstrom^3
Richardson from 0.02, 0.04: -4.38473 eV/angstrom^3
same in atomic units: -0.023878 hartree/bohr^3
from energies only: -4.38489 eV/angstrom^3
atoms 1,2 displaced, force on 3: -4.38471 eV/angstrom^3
Phi_iiijk from energies: -8.469 eV/angstrom^5
Phi_ijjjk from energies: -25.593 eV/angstrom^5
c from forces: -5.813 eV/angstrom^5
c from energies: -5.677 eV/angstrom^5
change ratio [P(.08)-P(.04)]/[P(.04)-P(.02)]: 3.827
one-sided result at 0.04 angstrom: -4.32356 eV/angstrom^3
P(0.04) for force on atoms 1..4 (eV/angstrom^3): -4.3939, -6.6270, 6.6270, 4.3939
pair repulsion alone: 0.0e+00 eV/angstrom^3
force rounding limit eps: 5.0e-06 eV/angstrom
rounded forces, h=0.01 angstrom: P=-4.40000, limit 0.05000 eV/angstrom^3
rounded forces, h=0.02 angstrom: P=-4.38750, limit 0.01250 eV/angstrom^3
rounded forces, h=0.04 angstrom: P=-4.39375, limit 0.00313 eV/angstrom^3
rounded forces, h=0.08 angstrom: P=-4.42031, limit 0.00078 eV/angstrom^3
best step: 0.0305 angstrom
error estimate at best step: 0.01078 eV/angstrom^3
NEGLECTED EFFECTS
RHF, 8 energies, h=0.04 angstrom: -4.3914 eV/angstrom^3
full CI, same energies and basis: -5.0874 eV/angstrom^3
RHF/cc-pVTZ, P(0.04): -4.6494 eV/angstrom^3
curvature for atom 2: 38.466 eV/angstrom^2
zero-point rms displacement: 0.0721 angstrom
zero-point shift estimate: -0.0906 eV/angstrom^3
vibrational quantum: 0.3995 eV; kT at 300 K: 0.0259 eV
done: every assertion held
```
